# Kutzelnigg's Commutator and the Pair Equation without the Coulomb Singularity

## What symmetry fixes

Let $T_1+T_2=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2$ be the kinetic energy of two electrons in Hartree atomic units, $\mathbf r=\mathbf r_1-\mathbf r_2$, $r_{12}=|\mathbf r|$ and $\hat{\mathbf r}=\mathbf r/r_{12}$. The form of the commutator
$$C=[T_1+T_2,\tfrac12 r_{12}]$$
follows almost entirely from scaling and symmetry.

If all lengths are multiplied by $\lambda$, the kinetic energy scales as $\lambda^{-2}$ and $r_{12}$ as $\lambda$, so $C$ scales as $\lambda^{-1}$. The commutator of a second-order differential operator with a function contains at most first derivatives. A common translation of both electrons changes neither factor, so the coefficients in $C$ depend on $\mathbf r$ alone. Rotations and reflections then leave one possible function of degree $-1$, namely $1/r_{12}$, and one possible vector function of degree $0$, namely $\hat{\mathbf r}$. Exchange of the electrons reverses $\hat{\mathbf r}$, so $\nabla_1$ and $\nabla_2$ must enter with opposite signs:
$$C=\frac{c_1}{r_{12}}+c_2D,\qquad D=\hat{\mathbf r}\cdot(\nabla_1-\nabla_2),$$
with real $c_1,c_2$.

The commutator of two Hermitian operators is anti-Hermitian, which links the two constants. Since $\nabla_1\cdot\hat{\mathbf r}=2/r_{12}$ and $\nabla_2\cdot\hat{\mathbf r}=-2/r_{12}$, integration by parts gives $D^\dagger=-D-4/r_{12}$. The condition $C^\dagger=-C$ reads
$$\frac{c_1-4c_2}{r_{12}}-c_2D=-\frac{c_1}{r_{12}}-c_2D,$$
so $c_1=2c_2$. One number is left, and a calculation must supply it. The result will be $c_1=-1$, $c_2=-\tfrac12$:
$$[T_1+T_2,\tfrac12r_{12}]=-\frac1{r_{12}}+U_{12},\qquad U_{12}=-\tfrac12\,\hat{\mathbf r}\cdot(\nabla_1-\nabla_2).\tag{1}$$

## The equation to be rewritten

Consider a closed-shell system with real Hartree-Fock orbitals that satisfy $F\varphi_i=\varepsilon_i\varphi_i$ exactly, not just within a finite basis. The Fock operator is $F=T+V+2J-K$, where $V$ is the nuclear attraction, $J$ the Coulomb potential summed over occupied spatial orbitals, and $K$ the exchange operator,
$$(Kf)(\mathbf r_1)=\sum_k\varphi_k(\mathbf r_1)\int\frac{\varphi_k(\mathbf r_1')f(\mathbf r_1')}{|\mathbf r_1-\mathbf r_1'|}\,d^3r_1'.$$
Write $\Phi=\varphi_i(\mathbf r_1)\varphi_j(\mathbf r_2)$, $F_{12}=F(1)+F(2)$ and $\varepsilon=\varepsilon_i+\varepsilon_j$. Let $O$ project onto the occupied orbitals and $Q=(1-O_1)(1-O_2)$ onto pairs of virtual orbitals.

In second-order Møller-Plesset theory (MP2), the first-order wave function contains double excitations with amplitudes given by matrix elements of $1/r_{12}$ divided by orbital-energy gaps. The mean-field part of the perturbation is a one-electron operator and cannot excite two electrons. For the product $\Phi$ this gives the pair function
$$u=-\sum_{ab}|ab\rangle\frac{\langle ab|r_{12}^{-1}|\Phi\rangle}{\varepsilon_a+\varepsilon_b-\varepsilon},$$
where $a,b$ are virtual and the sum includes the continuum. Acting with $F_{12}-\varepsilon$ cancels each denominator, and $\sum_{ab}|ab\rangle\langle ab|=Q$, so
$$(F_{12}-\varepsilon)u=-Q\,r_{12}^{-1}\Phi.\tag{2}$$
The equation is linear. Spin-adapted pairs follow by adding or subtracting the solutions for $ij$ and $ji$.

The source in (2) diverges where the electrons meet. The projector does not help, because the terms it subtracts contain $1/r_{12}$ under an integral and are finite there. The aim is to split off a known part of $u$ so that the remainder $w$ has a finite source:
$$u=Q\,\tfrac12r_{12}\Phi+w,$$
$$(F_{12}-\varepsilon)w=-Q\,y,\qquad y=\bigl(U_{12}-[K_1+K_2,\tfrac12r_{12}]\bigr)\Phi.\tag{3}$$

## First derivation: the product rule

Here the factor $\tfrac12r_{12}$ is given, and its effect is calculated in the coordinates of the individual electrons. For a function $g$ and any smooth $f$,
$$\nabla_1^2(gf)=(\nabla_1^2g)f+2(\nabla_1g)\cdot\nabla_1f+g\nabla_1^2f.$$
Multiplying by $-\tfrac12$ and removing $-\tfrac12g\nabla_1^2f$ leaves
$$[T_1,g]f=-\tfrac12(\nabla_1^2g)f-(\nabla_1g)\cdot\nabla_1f.$$

For the distance, $\nabla_1r_{12}=\hat{\mathbf r}$ and $\nabla_2r_{12}=-\hat{\mathbf r}$. A second derivative gives $\nabla_1^2r_{12}=\nabla_1\cdot\hat{\mathbf r}=2/r_{12}$, and likewise $\nabla_2^2r_{12}=2/r_{12}$. There is no delta function at $r_{12}=0$: the flux of $\hat{\mathbf r}$ through a small sphere of radius $\delta$ is $4\pi\delta^2$, which vanishes with $\delta$.

With $g=\tfrac12r_{12}$ we have $\nabla_1^2g=1/r_{12}$ and $\nabla_1g=\tfrac12\hat{\mathbf r}$. Hence
$$[T_1,\tfrac12r_{12}]=-\frac1{2r_{12}}-\tfrac12\hat{\mathbf r}\cdot\nabla_1,\qquad
[T_2,\tfrac12r_{12}]=-\frac1{2r_{12}}+\tfrac12\hat{\mathbf r}\cdot\nabla_2.$$
Their sum is (1). Each electron supplies half of the Coulomb term.

Now insert $u=Q\tfrac12r_{12}\Phi+w$ into (2). The occupied orbitals are eigenfunctions of $F$, so $O$ commutes with $F$ and $Q$ commutes with $F_{12}$. Therefore
$$\begin{aligned}
(F_{12}-\varepsilon)Q\,\tfrac12r_{12}\Phi
&=Q(F_{12}-\varepsilon)\tfrac12r_{12}\Phi\\
&=Q[F_{12},\tfrac12r_{12}]\Phi+Q\,\tfrac12r_{12}(F_{12}-\varepsilon)\Phi.
\end{aligned}$$
The last term vanishes because $F_{12}\Phi=\varepsilon\Phi$. The potentials $V$ and $J$ are multiplicative and commute with $r_{12}$. The exchange operator does not, and it enters $F$ with a minus sign:
$$[F_{12},\tfrac12r_{12}]=-\frac1{r_{12}}+U_{12}-[K_1+K_2,\tfrac12r_{12}].$$
Equation (2) becomes
$$-Q\,r_{12}^{-1}\Phi+Q\,y+(F_{12}-\varepsilon)w=-Q\,r_{12}^{-1}\Phi.$$
The Coulomb terms on the two sides are identical and cancel. What remains is (3).

## Second derivation: solving for the correlation factor

Now the factor is not given. Let $u=Q\,g(r_{12})\Phi+w$ with an unknown function $g$, and ask which $g$ removes the Coulomb term.

Use the midpoint $\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2)$ together with $\mathbf r$. The chain rule gives $\nabla_1=\tfrac12\nabla_R+\nabla_r$ and $\nabla_2=\tfrac12\nabla_R-\nabla_r$. On squaring and adding, the cross terms cancel:
$$T_1+T_2=-\tfrac14\nabla_R^2-\nabla_r^2.$$
With $r=r_{12}$ and the angular momentum $\mathbf L$ of the relative motion,
$$-\nabla_r^2=-\frac{\partial^2}{\partial r^2}-\frac2r\frac{\partial}{\partial r}+\frac{\mathbf L^2}{r^2}.$$
A function of $r$ alone commutes with $\nabla_R^2$ and with $\mathbf L^2$. The two radial terms contribute
$$\Bigl[-\frac{\partial^2}{\partial r^2},g\Bigr]=-g''-2g'\frac{\partial}{\partial r},\qquad
\Bigl[-\frac2r\frac{\partial}{\partial r},g\Bigr]=-\frac{2g'}r,$$
so that
$$[T_1+T_2,g]=-\Bigl(g''+\frac{2g'}r\Bigr)-2g'\frac{\partial}{\partial r}.\tag{4}$$

Put the ansatz into (2). As before, $Q$ passes through $F_{12}-\varepsilon$, and $(F_{12}-\varepsilon)\Phi=0$. Moving the known terms to the right gives
$$(F_{12}-\varepsilon)w=-Q\Bigl\{\frac1r-g''-\frac{2g'}r-2g'\frac{\partial}{\partial r}-[K_1+K_2,g]\Bigr\}\Phi.$$
The multiplicative terms cancel at every distance if $g''+2g'/r=1/r$. Multiplied by $r^2$, this is $(r^2g')'=r$. Two integrations give
$$g=\frac r2+a+\frac br.$$
The term $b/r$ must go, because $\nabla_r^2(1/r)=-4\pi\delta(\mathbf r)$ would put a new and stronger singularity into the source. The constant $a$ has no effect, because $Q\,a\Phi=0$. Thus $g=r_{12}/2$ is the regular solution.

With $g'=\tfrac12$ the derivative term is $-\partial/\partial r$. Since $\nabla_1-\nabla_2=2\nabla_r$,
$$U_{12}=-\tfrac12\hat{\mathbf r}\cdot2\nabla_r=-\frac{\partial}{\partial r_{12}}\qquad(\mathbf R\text{ and }\hat{\mathbf r}\text{ fixed}),$$
and (4) becomes (1), while the equation for $w$ becomes (3).

If only the divergence is to be removed, less is needed. A smooth $g$ with $g'(0)=\tfrac12$ makes $(1-2g')/r$ finite at the origin. The linear factor is the one that removes the Coulomb term at all distances.

## In what sense $U_{12}$ is bounded

$U_{12}$ has bounded coefficients, but it is not a bounded operator: no constant $M$ satisfies $\|U_{12}f\|\le M\|f\|$ for all $f$. Take
$$f=e^{-a(r_1^2+r_2^2)}=e^{-2aR^2}e^{-ar^2/2}.$$
Then $U_{12}f=-\partial f/\partial r=a\,r\,f$. In the density $f^2\propto e^{-ar^2}$ the mean of $r^2$ is $3/(2a)$, so
$$\frac{\|U_{12}f\|}{\|f\|}=a\sqrt{\frac3{2a}}=\sqrt{\frac{3a}2}.$$
The ratio is 1.22 for $a=1$ and 12.2 for $a=100$, and it grows without limit as the function contracts.

Two weaker statements hold. First, $U_{12}$ is controlled by the kinetic energy:
$$\|U_{12}f\|^2\le\|\nabla_rf\|^2=\langle f|-\nabla_r^2|f\rangle\le\langle f|T_1+T_2|f\rangle.$$
The first step keeps one component of a gradient, and the last adds the non-negative term $-\tfrac14\nabla_R^2$. Second, the coefficients of $U_{12}$ are bounded, so $U_{12}\Phi$ is a bounded function whenever $\Phi$ has bounded gradients. Hartree-Fock orbitals have cusps at the nuclei but finite gradients there. This second property is what (3) requires.

The exchange commutator, by contrast, is a bounded operator. The kernel of $[K_1,\tfrac12r_{12}]$ is
$$\tfrac12\sum_k\varphi_k(\mathbf r_1)\varphi_k(\mathbf r_1')\,\frac{|\mathbf r_1'-\mathbf r_2|-|\mathbf r_1-\mathbf r_2|}{|\mathbf r_1-\mathbf r_1'|}.$$
By the triangle inequality the fraction has magnitude at most one. Each orbital then contributes at most $\tfrac12$ to the norm, because the kernel $|\varphi_k(\mathbf r_1)||\varphi_k(\mathbf r_1')|$ has norm one. The same estimate shows that the commutator gives a bounded function when it acts on $\Phi$.

## What is left where the electrons meet

Near $r=0$, with the midpoint $\mathbf R$ away from any nucleus so that the orbitals are smooth there, write $\Phi\approx\Phi_0+\mathbf r\cdot\mathbf a$, with $\Phi_0$ and $\mathbf a$ depending on $\mathbf R$. Then $U_{12}\Phi\to-\hat{\mathbf r}\cdot\mathbf a$. This is finite, but it depends on the direction of approach.

If $\Phi$ is symmetric under exchange, as for $i=j$, then $\mathbf a=0$ and $U_{12}\Phi$ goes to zero. For an antisymmetric combination $\Phi_0=0$, and $\Phi/r_{12}\to\hat{\mathbf r}\cdot\mathbf a$ is already finite. With a factor $c\,r_{12}$, which multiplies (1) by $2c$, the leading source is
$$[T_1+T_2,c\,r_{12}]\Phi+\frac{\Phi}{r_{12}}\to(-2c-2c+1)\,\hat{\mathbf r}\cdot\mathbf a=(1-4c)\,\hat{\mathbf r}\cdot\mathbf a.$$
The choice $c=\tfrac14$ removes this discontinuity. The choice $c=\tfrac12$ reverses its sign. Equation (3) remains valid for antisymmetric pairs, but $r_{12}/4$ leaves a smoother remainder.

## The helium pair

The free helium atom, with a fixed point nucleus and nonrelativistic electrons, has one pair, $\Phi=\varphi_{1s}(\mathbf r_1)\varphi_{1s}(\mathbf r_2)$. The computed Hartree-Fock energy is $-2.86168$ hartree and $\varepsilon_{1s}=-0.91796$ hartree. With the midpoint of the electrons 0.7 bohr from the nucleus, the two source terms along one direction are, in atomic units:

| $r_{12}$ | $\Phi/r_{12}$ | $U_{12}\Phi$ |
|---|---|---|
| 0.1 | 1.348 | 0.00724 |
| 0.01 | 13.52 | 0.000722 |
| 0.001 | 135.2 | 0.0000722 |

The first grows as $1/r_{12}$, and the second vanishes linearly. The norms obey the bounds above: $\|U_{12}\Phi\|^2=1.273$ lies below $\langle T_1+T_2\rangle=2.862$, and $\|[K_1+K_2,\tfrac12r_{12}]\Phi\|=0.315$ lies below $2\times\tfrac12=1$.

**Energy from the new equation.** For this singlet pair the second-order energy is $E_2=\langle\Phi|r_{12}^{-1}|u\rangle$. Inserting the split form of $u$ gives a term with $w$. Equation (2), the Hermiticity of $F_{12}$ and (3) transform it:
$$\langle\Phi|r_{12}^{-1}|w\rangle=-\langle u|(F_{12}-2\varepsilon_{1s})w\rangle=\langle u|Q|y\rangle.$$
Splitting $u$ once more,
$$E_2=\langle\Phi|r_{12}^{-1}Q\,\tfrac12r_{12}|\Phi\rangle+\langle\Phi|\tfrac12r_{12}Q|y\rangle+\langle w|Q|y\rangle.\tag{5}$$

Several parts of (5) can be summed over all angular momenta at once. Without the projector, the first term is $\tfrac12$. The part with $U_{12}$ follows by integration by parts in $r$, with volume element $r^2dr$:
$$\langle\tfrac12r_{12}U_{12}\rangle=-\tfrac14\int r\,\frac{\partial\Phi^2}{\partial r}=\tfrac34\int\Phi^2=\tfrac34.$$
For a single occupied orbital $K\varphi_{1s}=J\varphi_{1s}$, so the exchange commutator contributes a term $\tfrac14r_{12}^2(J_1+J_2)$. In $r_{12}^2=r_1^2+r_2^2-2\mathbf r_1\cdot\mathbf r_2$ the last piece averages to zero, which leaves
$$\langle\tfrac14r_{12}^2(J_1+J_2)\rangle=\tfrac12\bigl(\langle r^2J\rangle+\langle r^2\rangle\langle J\rangle\bigr)=1.01296.$$
The three parts add to $0.5+0.75+1.01296=2.26296$. The occupied orbital is an $s$ function, so the projector's subtractions enter at $l=0$ alone. After them, $0.06398$ hartree remains. The rest, $\langle w|Q|y\rangle$ and the term in which $K$ acts on $r_{12}\Phi$, is summed over partial waves $l$ of the angle between the electrons.

**Comparison.** Sums up to $l$, in millihartree (mEh), with 28 radial functions for each $l$. The column from (5) is converged in the radial basis to the digits shown. The column from (2) is not: in a converged radial basis its entries lie lower by 0.001 mEh at $l=0$, 0.003 mEh at $l=3$ and 0.005 mEh at $l=8$.

| $l$ | from (2) | from (5) |
|---|---|---|
| 0 | −13.497 | 56.145 |
| 1 | −32.476 | −36.014 |
| 2 | −35.669 | −37.267 |
| 3 | −36.602 | −37.360 |
| 5 | −37.130 | −37.376 |
| 8 | −37.298 | −37.377 |

The positive value at $l=0$ comes from the bookkeeping. The closed-form part already contains its contributions from every $l$, while the compensating terms enter wave by wave. At $l=1$ these terms give $-36.014-56.145=-92.159$ mEh. When all terms of (5) are sorted by $l$, the $l=1$ wave is $-18.980$ mEh, against $-18.979$ from (2); the difference is the radial basis error of (2), whose converged value is also $-18.980$. Every increment with $l\ge1$ is negative. There $Q$ removes nothing; by (3), $\langle w|Q|y\rangle=-\langle w|(F_{12}-2\varepsilon_{1s})|w\rangle\le0$ because all gaps are positive; and $-\langle\tfrac12r_{12}\Phi|K_1+K_2|\tfrac12r_{12}\Phi\rangle\le0$ in each wave because $\langle f|K|f\rangle$ is the Coulomb self-energy of the density $\varphi_{1s}f$ and cannot be negative. The truncated sums therefore approach $E_2$ from above, as the table shows.

At $l=3$ the sum from (2) is about 0.77 mEh short of the final value $-37.377$, and the sum from (5) is 0.017 mEh short. Between $l=4$ and $l=5$ the increments fall roughly as $(l+\tfrac12)^{-3.8}$ for (2) and $(l+\tfrac12)^{-7.8}$ for (5). If the ordinary increments continue as $(l+\tfrac12)^{-4}$ beyond $l=8$, the missing tail is $-0.072$ mEh and the total is $-37.370$ mEh. The remaining difference of 0.007 mEh comes from the sum from (2). In a converged radial basis that sum is $-37.304$ mEh at $l=8$, the same estimate of the tail gives $-0.073$ mEh, and the total is $-37.376$ mEh. The last 0.001 mEh arises because at $l=8$ the increments have not yet reached their asymptotic $(l+\tfrac12)^{-4}$ coefficient; with the higher waves summed explicitly, (2) gives $-37.377$ mEh, in agreement with (5).

The exchange commutator matters here. Leaving it out of $y$, both in (3) and in the energy expression (5), gives $-36.320$ mEh, an error of 1.06 mEh, or 2.8% of $E_2$. The result with it is $E_2=-37.38$ mEh, or $-1.017$ eV. This is the second-order energy; higher orders of the correlation energy are missing. The numerical check checks (1) by symbolic differentiation and compares the two pair equations for each $l$.

## What each derivation assumes

Both derivations rest on (2), on orbitals that satisfy $F\varphi_i=\varepsilon_i\varphi_i$, and on a projector that commutes with $F_{12}$. If the orbitals come from a finite basis and do not satisfy the Hartree-Fock equation at every point, the term $Q\,\tfrac12r_{12}(F_{12}-\varepsilon)\Phi$ survives in both, $Q$ no longer commutes exactly with $F_{12}$, and (3) holds only approximately.

The first derivation takes the factor $r_{12}/2$ as given and shows that it works. It does not explain the choice. In return it treats each particle separately and needs no symmetry between them. For masses $m_1,m_2$ in units of the electron mass, dividing each single-particle commutator by its mass gives
$$-\frac12\Bigl(\frac1{m_1}+\frac1{m_2}\Bigr)\frac1{r_{12}}-\frac12\hat{\mathbf r}\cdot\Bigl(\frac{\nabla_1}{m_1}-\frac{\nabla_2}{m_2}\Bigr).$$
The factor $r_{12}/2$ then cancels a unit Coulomb repulsion only if $1/m_1+1/m_2=2$, as for two electrons.

The second derivation assumes that the factor depends on the distance alone and adds no stronger singularity at $r_{12}=0$. Demanding in addition that the multiplicative terms cancel at every distance, it finds $r_{12}/2$, unique up to a constant that $Q$ removes. It uses equal masses when the cross terms between $\nabla_R$ and $\nabla_r$ cancel; otherwise the midpoint must be replaced by the centre of mass. Its general formula (4) also covers other correlation factors that depend on the distance alone; in the first derivation the gradient and Laplacian of the new factor must be inserted into the formula for $[T_1,g]$.

The opening symmetry argument assumes equal masses as well, through exchange symmetry. It fixes the ratio of the two terms in (1) but not their size. That ratio has a consequence that can be checked: $U_{12}+U_{12}^\dagger=2/r_{12}$, so $\langle U_{12}\rangle=\langle1/r_{12}\rangle$ for any real pair function. For the helium pair both are 1.02577 hartree. Thus $U_{12}$ has the same mean value as the Coulomb repulsion it replaces, although for an exchange-symmetric pair such as this one $U_{12}\Phi$ vanishes where the electrons meet away from the nucleus.

## Table of computed values

```
[T,r12/2]f at test point: 0.04600077 a.u.
-f/r12 = -0.14388035, U12 f = 0.18988112 a.u.
odd pair, residual with r12/2: -0.331042 a.u.
odd pair, residual with r12/4: 2.1e-17 a.u.
||U12 f||/||f||, Gaussian exponent 1: 1.2247 a.u.
||U12 f||/||f||, Gaussian exponent 100: 12.2474 a.u.
He Hartree-Fock energy: -2.861680 hartree
He 1s orbital energy: -0.917956 hartree
kinetic energy <T1+T2>: 2.861680 hartree
midpoint 0.7 bohr from nucleus: r12/bohr, Phi/r12, U12 Phi (a.u.)
  0.100  1.34800  7.240e-03
  0.010  13.51581  7.222e-04
  0.001  135.16163  7.222e-05
<1/r12> = 1.025769, <U12> = 1.025769 hartree
<(r12/2) U12>, summed over l: 0.749999 a.u.
<(r12^2/4)(J1+J2)>: closed 1.012958, sum 1.012957 a.u.
||U12 Phi||^2 = 1.273404 a.u.
||[K1+K2,r12/2] Phi|| = 0.315376 a.u.
l, E2 wave l: ordinary, rewritten; sums to l: ordinary, R12 (mEh)
  0   -13.4969   -13.4978   -13.4969    56.1454
  1   -18.9789   -18.9800   -32.4758   -36.0135
  2    -3.1930    -3.1938   -35.6688   -37.2674
  3    -0.9327    -0.9333   -36.6015   -37.3602
  4    -0.3616    -0.3622   -36.9631   -37.3735
  5    -0.1673    -0.1678   -37.1304   -37.3763
  6    -0.0874    -0.0878   -37.2178   -37.3771
  7    -0.0499    -0.0502   -37.2677   -37.3773
  8    -0.0304    -0.0307   -37.2981   -37.3774
closed-form part with l=0 projection: 63.9799 mEh
decay power of increments, l=4 to 5, ordinary: 3.84
decay power of increments, l=4 to 5, R12: 7.77
estimated ordinary tail beyond l=8: -0.0722 mEh
ordinary sum plus tail: -37.3703 mEh
R12 without exchange commutator: -36.3195 mEh
E2 from rewritten equation: -37.3774 mEh
E2 converted: -1.01709 eV
```
